# Why a Thin High-Mobility Surface Layer Can Dominate an Epilayer's Hall Density

## Definitions and conventions

An epilayer with a conducting surface layer is modelled as two uniform sheets lying one above the other. Sheet $i$ has carriers of sign $s_i$ ($+1$ for holes, $-1$ for electrons), sheet density $n_i$ (carriers per area, summed over the thickness) and mobility $\mu_i>0$. Its sheet conductance is $G_i=en_i\mu_i$, with $e>0$. The index $s$ marks the surface sheet and $b$ the epilayer; $G=G_s+G_b$.

Current flows along $x$, the magnetic field $B$ points along $z$, and no net current flows along $y$. With $J_x$ the total current per unit width, the Hall coefficient and the Hall density are

$$R_H=\frac{E_y}{J_xB},\qquad n_H=\frac{1}{e|R_H|}.$$

For a single sheet $n_H$ is the carrier density. For two sheets it is a number obtained by reading the data as if there were one.

Three assumptions hold until they are lifted explicitly: both sheets feel the same in-plane field $(E_x,E_y)$; each sheet has a single relaxation time, so its Hall factor is 1; and the field is low, $\mu_iB\ll1$ for both sheets. Transport is classical throughout.

## The sideways current of one sheet

In the steady state the drift velocity is $\mathbf v=s\mu(\mathbf E+\mathbf v\times\mathbf B)$. In components,

$$v_x=s\mu(E_x+Bv_y),\qquad v_y=s\mu(E_y-Bv_x).$$

Inserting the first equation into the second and using $s^2=1$ gives

$$v_y=s\mu E_y-\mu^2BE_x-\mu^2B^2v_y .$$

Collecting the terms in $v_y$ and multiplying by the charge per area, $sen$, one finds

$$J_y=\frac{G\,(E_y-s\mu BE_x)}{1+\mu^2B^2}.$$

Eliminating $v_y$ instead gives $J_x=G(E_x+s\mu BE_y)/(1+\mu^2B^2)$ for the same sheet.

The square of the mobility is already visible. At low field and with $E_y=0$, the magnetic force drives a sideways current $-sG\mu BE_x=-s\,en\mu^2BE_x$. One factor $\mu$ sets how fast the carriers drift along the bar, and hence how strong the magnetic force on them is. The second sets how fast they drift sideways in response to that force.

## Two sheets with a common field

The sheets are connected, so only their total transverse current must vanish. To first order in $B$,

$$0=\sum_iG_i(E_y-s_i\mu_iBE_x)\quad\Rightarrow\quad E_y=BE_x\,\frac{\sum_is_iG_i\mu_i}{G}.$$

Since $E_y$ is itself of order $B$, the longitudinal current is $J_x=GE_x$ up to terms of order $B^2$. Dividing $E_y$ by $J_xB$ and inserting $G_i=en_i\mu_i$,

$$\boxed{R_H=\frac{\sum_is_iG_i\mu_i}{G^2}=\frac{\sum_is_in_i\mu_i^2}{e\left(\sum_in_i\mu_i\right)^2}}$$

Each sheet acts as a source of sideways current proportional to $n\mu^2$, and the conductance of both sheets shunts these sources. That gives one factor $G$ in the denominator; the other comes from dividing by the total longitudinal current.

For carriers of one sign,

$$n_H=\frac{\left(\sum_in_i\mu_i\right)^2}{\sum_in_i\mu_i^2}.$$

The weight $\mu^2$ thus belongs to the Hall signal. The Hall density is not a $\mu^2$-weighted average of the two densities. Writing $s_iG_i\mu_i=G_i^2\,s_i/(en_i)$ shows what is averaged:

$$R_H=\sum_i\left(\frac{G_i}{G}\right)^2R_i,\qquad R_i=\frac{s_i}{en_i}.$$

For equal signs this confines $n_H$. Since the shares $G_i/G$ are positive and sum to 1, their squares sum to at most 1, so $1/n_H\le1/n_{\min}$. The Cauchy–Schwarz inequality gives $(\sum n\mu)^2\le(\sum n)(\sum n\mu^2)$. Hence $n_{\min}\le n_H\le\sum_in_i$: a second layer with carriers of the same sign can make $n_H$ too small as a measure of all carriers, but not too large.

Unless the sheets agree in both carrier sign and mobility, the Hall field balances neither of them separately. Inserting $E_y$ into the surface current leaves

$$\frac{J_{y,s}}{J_x}=B\,(s_b\mu_b-s_s\mu_s)\frac{G_sG_b}{G^2},$$

with the opposite current in the epilayer. This current circulates between the sheets.

## A worked case

Take round model parameters: an n-type epilayer 2.0 µm thick with $10^{16}$ cm⁻³ electrons, so $n_b=2\times10^{12}$ cm⁻², and $\mu_b=200$ cm²/(V s). The surface sheet has $n_s=2\times10^{11}$ cm⁻² and $\mu_s=8000$ cm²/(V s). With the ratios

$$f=\frac{n_s}{n_b}=0.1,\qquad r=\frac{\mu_s}{\mu_b}=40,$$

the surface and epilayer contribute in the proportions $f:1$ to the carriers, $fr:1=4:1$ to the conductance, and $fr^2:1=160:1$ to the Hall signal. The surface therefore holds 9.1 % of the carriers, carries 80 % of the current and supplies 99.4 % of the Hall signal. Dividing numerator and denominator of $n_H$ by $n_b^2\mu_b^2$ and $n_b\mu_b^2$ respectively,

$$\frac{n_H}{n_b}=\frac{(1+fr)^2}{1+fr^2}=\frac{25}{161}=0.155,$$

so $n_H=3.11\times10^{11}$ cm⁻², against a true total of $2.2\times10^{12}$ cm⁻². Divided by the epilayer thickness, this becomes an apparent volume density of $1.55\times10^{15}$ cm⁻³, too low by a factor of 6.4 as a measure of the epilayer. The thickness of the surface layer appears nowhere: its sheet density and mobility are what count.

The Hall mobility is misleading in the same way. For equal signs,

$$\mu_H=|R_H|G=\frac{\sum_i G_i\mu_i}{G}=0.8\times8000+0.2\times200=6440\ \text{cm}^2/(\text{V s}),$$

which is a conductance-weighted mean and 32 times the epilayer mobility. It lies below the surface mobility because the epilayer carries a fifth of the current.

## Dominating the signal is not setting the density

To see when $n_H$ becomes the surface density, divide $n_H/n_b$ by $f$ and take out the factors $fr$ and $fr^2$:

$$\frac{n_H}{n_s}=\frac{\left[1+1/(fr)\right]^2}{1+1/(fr^2)}.$$

For $r\gg1$ there are three regimes.

- If $f\ll1/r^2$, the surface is negligible and $n_H\approx n_b$.
- If $1/r^2\ll f\ll1/r$, the surface supplies the Hall signal but the epilayer carries the current. Then $n_H\approx n_b/(fr^2)=n_b^2\mu_b^2/(n_s\mu_s^2)$, which is the density of neither layer and falls as surface carriers are added. For $r=40$ this window is narrow: at its centre, $f=r^{-3/2}$, the exact value lies 16 % above this estimate.
- If $f\gg1/r$, the surface also carries the current, and $n_H\approx n_s$.

The example has $fr=4$, at the lower end of the third regime, and $n_H$ is still 1.55 times $n_s$.

The fall and later rise of $n_H$ imply a minimum. At fixed $r$,

$$\frac{d}{df}\ln\frac{n_H}{n_b}=\frac{2r}{1+fr}-\frac{r^2}{1+fr^2}=\frac{r\,(2-r+fr^2)}{(1+fr)(1+fr^2)}.$$

For $r\le2$ this is positive at every $f>0$, and there is no dip. For $r>2$ it changes from negative to positive at $f=(r-2)/r^2$. There $1+fr=2(r-1)/r$ and $1+fr^2=r-1$, so

$$\left(\frac{n_H}{n_b}\right)_{\min}=\frac{4(r-1)}{r^2}.$$

For $r=40$ the minimum is $0.0975\,n_b=1.95\times10^{11}$ cm⁻², reached at $n_s=4.75\times10^{10}$ cm⁻². Much smaller surface densities already matter: with $n_s=10^9$ cm⁻², a two-thousandth of $n_b$, the Hall density has dropped to $1.16\times10^{12}$ cm⁻². At $n_s=10^{12}$ cm⁻² it is $1.10\times10^{12}$ cm⁻², nearly the same value, though now close to the surface density. A low-field Hall density near this value does not by itself show on which side of the minimum a sample lies.

How strongly each layer controls the reading follows from $\ln n_H=2\ln\sum n\mu-\ln\sum n\mu^2$. At fixed mobilities,

$$\frac{\partial\ln n_H}{\partial\ln n_i}=2g_i-h_i,$$

where $g_i$ is the share of conductance and $h_i$ the share of the Hall signal. In the example this gives $2(0.800)-0.994=0.606$ for the surface and $0.394$ for the epilayer. A small relative change in epilayer density is therefore passed on at about 39 % of its size, although the epilayer supplies only 0.6 % of the Hall signal: it still acts through the current it carries.

## What a larger magnetic field reveals

Now lift the restriction to low field. Define

$$A=\sum_i\frac{G_i}{1+\mu_i^2B^2},\qquad C=\sum_i\frac{s_iG_i\mu_iB}{1+\mu_i^2B^2}.$$

The total currents are $J_y=AE_y-CE_x$ and $J_x=AE_x+CE_y$. Setting $J_y=0$ gives $E_y=E_xC/A$, hence $J_x=E_x(A^2+C^2)/A$ and $R_H=C/[B(A^2+C^2)]$.

To simplify $A^2+C^2$, note that $(1+is\mu B)/(1+\mu^2B^2)=1/(1-is\mu B)$. Therefore

$$A+iC=\frac{G_s(1-is_b\mu_bB)+G_b(1-is_s\mu_sB)}{(1-is_s\mu_sB)(1-is_b\mu_bB)}.$$

Let $D=(1+\mu_s^2B^2)(1+\mu_b^2B^2)$ and $N=s_sn_s+s_bn_b$. In the squared modulus the imaginary part of the numerator contributes $e^2(\mu_s\mu_bB)^2(s_bn_s+s_sn_b)^2$, and the last bracket squared equals $N^2$, because multiplying the bracket by $s_ss_b=\pm1$ turns it into $N$. Thus

$$A^2+C^2=\frac{e^2}{D}\left[\Big(\sum_i n_i\mu_i\Big)^2+(\mu_s\mu_bB)^2N^2\right].$$

Putting $C$ over the same denominator gives

$$\frac{C}{B}=\frac{e}{D}\left[\sum_i s_in_i\mu_i^2+(\mu_s\mu_bB)^2N\right].$$

The factor $D$ cancels in the quotient:

$$R_H=\frac{\sum_i s_in_i\mu_i^2+(\mu_s\mu_bB)^2N}{e\left[\left(\sum_i n_i\mu_i\right)^2+(\mu_s\mu_bB)^2N^2\right]}.$$

For equal signs the high-field limit is $n_H\to n_s+n_b$: the mobilities drop out and every carrier counts once. This formula was tested against mean velocities from integrated carrier trajectories between random collisions, at 0.1, 1 and 5 T.

In the example $n_H$ is $3.11\times10^{11}$ cm⁻² at 0.1 T and $3.19\times10^{11}$ cm⁻² at 1 T, a rise of under 3 %. A sweep of $R_H$ alone, limited to 1 T, would look almost like that of a single carrier type. In a real sample so small a rise could also be masked: a sheet of $2\times10^{11}$ cm⁻² is typically not degenerate at room temperature, and a single nondegenerate sheet of this mobility with $\tau\propto E^{p}$, $p$ between $-\tfrac12$ and $1$ and not near zero, has a Hall factor above 1 whose decline raises $n_H$ by about 5 to 18 % over the same range. At 10 T the value is $8.85\times10^{11}$ cm⁻², clearly different but still only 40 % of the total. For these two sheets, with their very different mobilities, the high-field limit is reached only when the terms in $B^2$ dominate both the numerator and the denominator of $R_H$. Since the surface supplies nearly all of $\sum_in_i\mu_i^2$, the ratio of the two terms in the numerator is about $(\mu_bB)^2(n_s+n_b)/n_s$. At 10 T, $\mu_sB=8$ but $\mu_bB=8/40=0.2$, and this ratio is only $0.04\times11=0.44$. At 10 T the surface sheet has a Landau filling factor of only 0.83, so this classical curve applies there only while $\hbar\omega_c\ll kT$. That condition fails at 77 K for $m^*=0.067\,m_e$, and already at room temperature for $m^*=0.023\,m_e$, where $\hbar\omega_c\approx2kT$.

## When the sheets do not share a Hall field

The common $E_y$ requires current to pass between the sheets. Let $g$ be the vertical conductance per area, $V_i(y)$ the sheet potentials and $W$ the width of a long bar. At low field write $J_i$ for the transverse current of sheet $i$ and $\varepsilon_i=s_i\mu_iBE_x$ for the Hall field it would have alone. Then

$$J_i=G_i(E_i-\varepsilon_i),\qquad E_i=-V_i',\qquad J_s'=-g(V_s-V_b),\qquad J_b=-J_s .$$

Differentiating the third relation and inserting the others,

$$J_s''=g(E_s-E_b)=g\left(\frac1{G_s}+\frac1{G_b}\right)J_s+g(\varepsilon_s-\varepsilon_b).$$

With

$$\lambda=\left[g\left(\frac1{G_s}+\frac1{G_b}\right)\right]^{-1/2},\qquad J_\infty=-\frac{\varepsilon_s-\varepsilon_b}{1/G_s+1/G_b},$$

this is $J_s''=(J_s-J_\infty)/\lambda^2$. No current leaves the edges $y=\pm W/2$, so

$$J_s=J_\infty\left[1-\frac{\cosh(y/\lambda)}{\cosh u}\right],\qquad u=\frac{W}{2\lambda}.$$

The mean of the bracket over the width is $1-\tanh u/u$. Contacts at the edges of the surface sheet therefore read the mean field

$$\bar E_s=\varepsilon_s+\frac{J_\infty}{G_s}\left(1-\frac{\tanh u}{u}\right)=E_c+\frac{\tanh u}{u}(\varepsilon_s-E_c),$$

where $E_c=\varepsilon_s+J_\infty/G_s=(G_s\varepsilon_s+G_b\varepsilon_b)/G$ is the common field found earlier.

If there is no barrier between the layers, $g$ can be estimated by assigning the vertical path the full thickness $d$ of the epilayer, with the same conductivity as in the plane: $g=G_b/d^2$. Then $\lambda=d/\sqrt{1+G_b/G_s}$, which is less than $d$; here it is 1.8 µm. For a bar 1 mm wide $\tanh u/u=0.0036$, and the estimated Hall mobility read on the surface is 6446 instead of 6440 cm²/(V s). Because $\lambda<d$, treating the epilayer as a single sheet is crude here, and the estimate gives only the order of magnitude of this small correction. The common-field model is then very good.

A barrier can make $\lambda\gg W$. If both sheets still carry current under the same $E_x$ and the voltage contacts touch only the surface, they read $\varepsilon_s$. The coefficient has magnitude $\mu_s/G$, and $n_H=G/(e\mu_s)=n_s[1+1/(fr)]$, or $1.25\,n_s$ for the example. The mobility-squared sum no longer applies.

## Electrons on a p-type epilayer

For a hole-conducting epilayer under an electron sheet, the low-field numerator is $n_b\mu_b^2-n_s\mu_s^2$. The Hall coefficient changes sign at

$$n_s=n_b\frac{\mu_b^2}{\mu_s^2}=\frac{2\times10^{12}}{1600}=1.25\times10^9\ \text{cm}^{-2}.$$

With the densities and mobilities of the worked case, but holes in the epilayer, $R_H=-1985$ m²/C and $n_H=3.14\times10^{11}$ cm⁻². At low field the sample thus reads as n-type although 91 % of its carriers are holes. Near the sign change $R_H$ passes through zero and $n_H$ diverges, so the upper bound $n_H\le\sum_in_i$ does not carry over. The lower bound $n_H\ge n_{\min}$ does, since $|R_H|\le\sum_i(G_i/G)^2|R_i|$ for any signs. These numbers assume good vertical contact, which is not the normal case here: an electron sheet on p-type material is normally separated from the holes by a depleted region, about 0.3 to 0.6 µm thick at $10^{16}$ cm⁻³, which also removes part of $n_b$. They apply only if leakage through this junction or the contacts join the two layers; otherwise the isolated case of the previous section is the relevant one.

The numerical output below lists the full scans over surface density and magnetic field.

## Values computed for the example and the checks

```
epilayer thickness: 2.0 um
epilayer volume density: 1.000e+16 cm^-3
epilayer sheet density: 2.000e+12 cm^-2
epilayer mobility: 200 cm^2/(V s)
surface sheet density: 2.000e+11 cm^-2
surface mobility: 8000 cm^2/(V s)
density ratio f: 0.100
mobility ratio r: 40.0
f r: 4.00;  f r^2: 160.0
surface share of carriers: 9.09 %
surface share of conductance: 80.00 %
surface share of Hall signal: 99.38 %
epilayer sheet conductance: 64.09 uS
surface sheet conductance: 256.35 uS
low-field R_H: -2009.8 m^2/C
Hall sheet density: 3.106e+11 cm^-2
true total sheet density: 2.200e+12 cm^-2
apparent volume density: 1.553e+15 cm^-3
n_H / epilayer sheet density: 0.1553
n_H / surface sheet density: 1.553
Hall mobility: 6440 cm^2/(V s)
sensitivity of ln n_H to ln n_surface: 0.606
sensitivity of ln n_H to ln n_epilayer: 0.394
scan: surface density (cm^-2), Hall density (cm^-2)
  1.0e+09   1.156e+12
  1.0e+10   3.200e+11
  1.0e+11   2.222e+11
  1.0e+12   1.101e+12
  1.0e+13   1.010e+13
surface density at minimum n_H: 4.750e+10 cm^-2
minimum n_H: 1.950e+11 cm^-2
minimum n_H / epilayer density: 0.0975
field (T), surface mu B, Hall density (cm^-2)
   0.1   0.08   3.106e+11
   1.0   0.80   3.188e+11
   5.0   4.00   4.968e+11
  10.0   8.00   8.854e+11
circulating J_y/J_x at 0.1 T: 1.248 %
vertical conductance per area: 1602.2 S/cm^2
equalization length lambda: 1.79 um
bar width: 1.0 mm
tanh(u)/u for this bar: 0.00358
Hall mobility read on top sheet: 6445.6 cm^2/(V s)
p-type case, sign-reversal density: 1.250e+09 cm^-2
p-type case, R_H: -1984.8 m^2/C
p-type case, n_H: 3.145e+11 cm^-2
```
